# Why second-order spin-orbit theory works for NH but fails for BiH

**Q.** NH and BiH both have a $^3\Sigma^-$ ground state. For its splitting I use second-order perturbation theory, a squared spin-orbit coupling divided by an energy gap. I am told that this is fine for NH but not for BiH, whose splitting is near 4900 cm⁻¹. What are the coupling and the gap?

**A.** Take two electrons in a $\pi$ shell outside closed shells, and for now neglect every other configuration. The real orbitals $\pi_x,\pi_y$ have Coulomb integrals $J_{xx}=J_{yy}$ and $J_{xy}$, and exchange integral $K$. Writing $xy$ for $\pi_x(1)\pi_y(2)$, the spatial functions and their repulsion energies are

- $^3\Sigma^-$: $(xy-yx)/\sqrt2$, energy $J_{xy}-K$;
- $^1\Delta$: $(xy+yx)/\sqrt2$, energy $J_{xy}+K$, and $(xx-yy)/\sqrt2$, energy $J_{xx}-K$;
- $^1\Sigma^+$: $(xx+yy)/\sqrt2$, energy $J_{xx}+K$.

Axial symmetry makes the two $^1\Delta$ energies equal, so $J_{xx}-J_{xy}=2K$. The gap that matters is

$$W=E(^1\Sigma^+)-E(^3\Sigma^-)=(J_{xx}+K)-(J_{xy}-K)=4K .$$

The coupling comes from the spin-orbit operator. Within the $\pi$ shell it reduces to $H_{\rm so}=A\sum_i l_{z,i}s_{z,i}$, because the parts that change $l_z$ by one lead out of the shell. With $l_z=\pm1$ and $s_z=\pm\tfrac12$, one $\pi$ electron has energy $+A/2$ for $\omega=3/2$ and $-A/2$ for $\omega=1/2$, where $\omega$ is the size of $l_z+s_z$. Thus $A$ is the one-electron splitting.

**Q.** Why does this operator split the triplet at all? A $\Sigma$ state has no orbital angular momentum along the axis.

**A.** It has no first-order splitting, but it can mix with $^1\Sigma^+$. Let $\pi_\pm=(\pi_x\pm i\pi_y)/\sqrt2$, and let $\alpha,\beta$ denote spin up and down. Two determinants have total $\Omega=0$ and one electron in each of $\pi_+$ and $\pi_-$:

$$|a\rangle=|\pi_+\beta\,\pi_-\alpha|,\qquad |b\rangle=|\pi_+\alpha\,\pi_-\beta| .$$

Both electrons in $|a\rangle$ have $\omega=1/2$, so its spin-orbit energy is $-A/2-A/2=-A$. Both in $|b\rangle$ have $\omega=3/2$, which gives $+A$. Expanding the determinants,

$$\frac{|b\rangle+|a\rangle}{\sqrt2}=\tfrac12(\pi_+\pi_--\pi_-\pi_+)(\alpha\beta+\beta\alpha),$$

$$\frac{|b\rangle-|a\rangle}{\sqrt2}=\tfrac12(\pi_+\pi_-+\pi_-\pi_+)(\alpha\beta-\beta\alpha).$$

The first is the $M_S=0$ component of $^3\Sigma^-$; call it $|T\rangle$. The second is $^1\Sigma^+$; call it $|S\rangle$. Since $|a\rangle$ and $|b\rangle$ are orthogonal eigenfunctions of $H_{\rm so}$,

$$\langle T|H_{\rm so}|T\rangle=\langle S|H_{\rm so}|S\rangle=\tfrac12(A-A)=0,$$

$$\langle S|H_{\rm so}|T\rangle=\tfrac12[A-(-A)]=A .$$

Both states have symmetry $0^+$. Reflection in a plane through the axis reverses the sign of the $M_S=0$ triplet spin function, which cancels the minus sign of the $\Sigma^-$ spatial function.

The $\Omega=\pm1$ components are $|\pi_+\alpha\,\pi_-\alpha|$ and $|\pi_+\beta\,\pi_-\beta|$. Their two one-electron energies cancel, and $\pi^2$ contains no other state with the same $\Omega$. They stay at the unperturbed triplet energy, which I take as zero. The $0^+$ block is then

$$H_{0^+}=\begin{pmatrix}0&A\\A&W\end{pmatrix}.$$

**Q.** What does the matrix give that second order does not?

**A.** Let the lower $0^+$ level lie at $-D$, so that $D=E(1)-E(0^+)$ is the full splitting, often written $2\lambda$. The characteristic equation $E(E-W)-A^2=0$ at $E=-D$ becomes

$$D(D+W)=A^2 .$$

Its positive root can be written in two ways:

$$D=\sqrt{\frac{W^2}{4}+A^2}-\frac W2=\frac{A^2}{W+D}.$$

Second order gives $D_2=A^2/W$. The numerators agree, but the denominators do not. The lower level is at $-D$, so its distance from the unshifted singlet at $W$ is $W+D$. Second order keeps the distance from before the level moved. Dividing the two results,

$$\frac{D_2}{D}=\frac{W+D}{W}=1+\frac DW .$$

The error of second order, relative to the matrix result, is therefore $D/W$. The approximation is good when the splitting is small compared with the singlet-triplet gap.

**Q.** Can you put numbers on NH?

**A.** I used restricted open-shell Hartree-Fock orbitals in the def2-TZVP basis at a round bond length of 1.0 Å. Frozen triplet orbitals give $W=4K=30100$ cm⁻¹, without correlation or orbital relaxation. This is an overestimate: correlation lowers the gap by about a quarter, to roughly 23000 cm⁻¹ at the valence CASSCF/NEVPT2 level in the same basis. For the coupling I used bare nuclear charges. In hartree atomic units, with $\alpha_{\rm fs}$ the fine-structure constant,

$$A=\frac{\alpha_{\rm fs}^2}{2}\sum_N Z_N\left\langle\pi_+\left|\frac{l_{N,z}}{r_N^3}\right|\pi_+\right\rangle ,$$

where $r_N$ and $l_N$ refer to nucleus $N$. After conversion $A=120.2$ cm⁻¹. This leaves out the two-electron spin-orbit terms, which screen the nuclei. Then

$$D_2=\frac{(120.2)^2}{30100}=0.48\ {\rm cm}^{-1},\qquad \frac DW\approx1.6\times10^{-5}.$$

The second-order error is about 0.002 percent of $D$. Because it varies nearly as $A^2/W^2$ here, even a factor of two in $A$ would leave it negligible.

**Q.** Is 0.48 cm⁻¹ then the splitting I should see in NH?

**A.** No. It is an estimate of the spin-orbit part alone, and it carries two errors of opposite sign. Screening of the nuclei by the two-electron terms lowers $A$ to about 70 cm⁻¹ in a mean-field treatment, while the smaller correlated gap raises $A^2/W$. Screening wins: the two together give about 0.2 cm⁻¹, so 0.48 is too high. The magnetic dipole interaction between the two electron spins splits the triplet in first order. Let

$$t=\left\langle\frac{r_{12}^2-3z_{12}^2}{r_{12}^5}\right\rangle$$

be averaged over the triplet spatial function. The dipolar tensor is traceless and axial, so its diagonal elements are $-t/2,-t/2,t$, and in hartree atomic units

$$H_{\rm ss}=\alpha_{\rm fs}^2t\left[s_{1z}s_{2z}-\tfrac12(s_{1x}s_{2x}+s_{1y}s_{2y})\right]$$

$$\phantom{H_{\rm ss}}=\alpha_{\rm fs}^2t\left[\tfrac32s_{1z}s_{2z}-\tfrac12\,\mathbf s_1\cdot\mathbf s_2\right].$$

The last term is the same for all three triplet components. The average of $s_{1z}s_{2z}$ is $+\tfrac14$ for $M_S=\pm1$ and $-\tfrac14$ for $M_S=0$. The spin-spin splitting is therefore $\tfrac32\cdot\tfrac12\,\alpha_{\rm fs}^2t=\tfrac34\alpha_{\rm fs}^2t$. With the same orbitals it is 1.64 cm⁻¹, more than three times the spin-orbit part. Second-order theory works for NH in the sense that it gives the spin-orbit contribution accurately within this model. It does not supply most of the splitting.

**Q.** And BiH?

**A.** Here I take your rough 4900 cm⁻¹ as input and assign all of it to the $0^+$ matrix. The same type of orbital calculation, with a scalar-relativistic effective core potential on Bi and a round bond length of 1.8 Å, gives $W=17063$ cm⁻¹. The estimate is not accurate to five figures; the extra digits here and in the numbers derived from it are kept only so that the arithmetic can be followed. The coupling follows from the exact relation:

$$A=\sqrt{D(D+W)}=\sqrt{4900\times21963}\approx10400\ {\rm cm}^{-1}.$$

With this $A$, second order predicts

$$D_2=4900\times\frac{21963}{17063}\approx6300\ {\rm cm}^{-1},$$

which is 29 percent above the matrix result. The agreement of the matrix with 4900 cm⁻¹ is no prediction, since $A$ was chosen to produce it. What the calculation shows is that, with this $W$, a splitting of this size makes $D/W\approx0.29$, so for the same $A$ the denominators $W$ and $W+D$ give clearly different results.

The error also enters if you extract $A$ from a measured splitting. Second order would give $A_2=\sqrt{DW}$, so

$$\frac{A_2}{A}=\sqrt{\frac{W}{W+D}}=\sqrt{\frac{17063}{21963}}\approx0.88 .$$

The inferred coupling would be 12 percent too small.

**Q.** Could I repair this by going to fourth or sixth order?

**A.** Not by continuing the series. Put $x=2A/W$. Then

$$D=\frac W2\left(\sqrt{1+x^2}-1\right)=\frac{A^2}{W}-\frac{A^4}{W^3}+\frac{2A^6}{W^5}-\cdots .$$

The square root has branch points at $x=\pm i$, so the series converges for $|x|<1$ and diverges for $|x|>1$. For NH $x=0.008$; for BiH $x=1.22$. The BiH sums through successive orders, in cm⁻¹, are

| Order | $D$ |
|---:|---:|
| 2 | 6307 |
| 4 | 3976 |
| 6 | 5699 |
| 8 | 4107 |
| 10 | 5755 |
| 20 | 2690 |
| 40 | −34600 |

The first few corrections do reduce the error, but the sums remain about 800 cm⁻¹ from 4900 at orders six and eight, and then move away. Diagonalizing the matrix avoids the expansion.

**Q.** Your $W$ is only a Hartree-Fock estimate. Does the conclusion depend on it?

**A.** The convergence condition can be expressed through the splitting. Insert $A^2=D(D+W)$ into $4A^2<W^2$:

$$W^2-4DW-4D^2>0\quad\Longrightarrow\quad W>2(1+\sqrt2)D .$$

For $D=4900$ cm⁻¹ this requires $W>23700$ cm⁻¹. The computed gap would have to be 39 percent larger to reach that value. Correlation moves the gap the other way: valence CASSCF gives about 14300 cm⁻¹ and NEVPT2 about 15200 cm⁻¹ in the same basis. With the latter, $x\approx1.3$ and the second-order error $D/W$ is about 32 percent. The divergence therefore stands, but the figures 29 percent, 0.88 and 1.22 above, and the singlet weight given below, belong to the Hartree-Fock gap. In this model the two $0^+$ levels are separated by $W+2D$, so a measured separation gives $W$ directly.

**Q.** Is the heavy atom's coupling to blame, or its smaller gap?

**A.** Exchanging the parameters separates the two:

- The BiH coupling with the NH gap gives $D=3229$ cm⁻¹ and $x=0.69$. The series converges, but second order is still 11 percent too large.
- The NH coupling with the BiH gap gives $D=0.85$ cm⁻¹, with an error of only 0.005 percent.

The strong coupling is the main cause. With these Hartree-Fock gaps, the smaller gap raises the error from 11 to 29 percent and takes BiH past the convergence limit. With the correlated gaps the two errors are about 16 and 32 percent, and the ordering is unchanged.

**Q.** What happens to the state itself as the coupling grows?

**A.** The first row of the eigenvalue equation is $A c_S=-D c_T$, so $c_S/c_T=-D/A$. The singlet weight in the lower level is

$$w_S=\frac{D^2}{A^2+D^2}=\frac{D^2}{D(D+W)+D^2}=\frac{D}{W+2D}.$$

It is about $1.6\times10^{-5}$ in NH and 0.18 in BiH. The BiH level is thus no longer a nearly pure triplet.

For $A\gg W$, expansion of the square root gives

$$D\approx A-\frac W2+\frac{W^2}{8A},\qquad w_S\to\frac12 .$$

The lower state becomes the determinant $|a\rangle$, with both electrons in $\omega=1/2$. Its spin-orbit energy is $-A$. Being half singlet, it also pays $W/2$ in repulsion energy. The splitting now grows linearly with $A$, while second order continues to grow quadratically. A model with $W=10000$ cm⁻¹ shows the passage (all entries in cm⁻¹):

| $A$ | $D$ | $D_2$ |
|---:|---:|---:|
| 100 | 1.00 | 1.00 |
| 1000 | 99.0 | 100 |
| 5000 | 2071 | 2500 |
| 10000 | 6180 | 10000 |

**Q.** When should I distrust the two-by-two matrix as well?

**A.** When states outside $\pi^2$ matter. The parts of the spin-orbit operator that change $l_z$ couple both $\Omega=0^+$ and $\Omega=1$ to $\Pi$ states of other configurations, such as $\sigma\pi^3$. These shifts need not be equal, so they can change the splitting. The value of $A$ inferred for BiH absorbs them, together with spin-spin coupling, and is an effective parameter. If they are large, the remedy is a larger spin-orbit matrix that includes those states. The matrix is exact for the $\pi^2$ model, not for the molecule.
